\section*{Why a metal electrode replaces the Marcus inverted region by a plateau}

\section{Definitions and conventions}

An empty acceptor, held at a fixed distance from a metal electrode, can take up one electron. Energies are in eV. An electrode level has energy $\varepsilon$, measured from the Fermi level, and is occupied with probability
\begin{equation}
f(\varepsilon)=\frac{1}{1+e^{\varepsilon/k_BT}} .
\end{equation}
The driving force $W$ is the free energy released when the electron comes from the Fermi level; it is positive for a downhill transfer. An electron from level $\varepsilon$ starts higher by $\varepsilon$, so its own driving force is $W+\varepsilon$. If a change of electrode potential falls entirely between metal and acceptor, $W$ changes by that potential difference times the elementary charge.

The nuclei of solvent and acceptor are described by one dimensionless coordinate $q$, with equilibrium at $q=0$ for the empty acceptor and $q=1$ for the filled one. With equal curvatures, the free energies are
\begin{equation}
G_{\rm e}(q)=\lambda q^2,\qquad G_{\rm f}(q)=\lambda(q-1)^2-W ,
\end{equation}
where the electron in $G_{\rm f}$ was taken from the Fermi level. The reorganisation energy $\lambda$ is the cost of moving the nuclei from one equilibrium position to the other without transferring the electron.

The electronic coupling $V$ and the density of electrode levels $\rho$ enter through the level width $\Gamma=2\pi V^2\rho$. The model assumes that
\begin{itemize}
\item $\Gamma$ is small enough for the golden rule and does not depend on $\varepsilon$ or $W$;
\item the nuclei are classical, and stay in thermal equilibrium while the acceptor waits for its electron;
\item the band extends far below the Fermi level;
\item spin degeneracy is left out.
\end{itemize}
Later sections relax some of these assumptions, to see whether the plateau depends on them.

\section{A fluctuating level facing a filled band}

At fixed $q$ the acceptor has a definite electronic level, the difference of the two free energies:
\begin{equation}
\varepsilon_a(q)=G_{\rm f}-G_{\rm e}=\lambda(q^2-2q+1)-W-\lambda q^2=\lambda(1-2q)-W .
\end{equation}
An electrode electron is in resonance with it when $\varepsilon=\varepsilon_a(q)$. The Boltzmann weight $e^{-\lambda q^2/k_BT}$ gives $\langle q\rangle=0$ and $\langle q^2\rangle=k_BT/2\lambda$. Since $\varepsilon_a$ is linear in $q$, it is Gaussian too, with
\begin{equation}
\langle\varepsilon_a\rangle=\lambda-W,\qquad
\sigma^2=(2\lambda)^2\frac{k_BT}{2\lambda}=2\lambda k_BT .
\end{equation}
Its distribution is $g(\lambda-W-\varepsilon_a)$, where
\begin{equation}
g(y)=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\!\left(-\frac{y^2}{4\lambda k_BT}\right),\qquad \int_{-\infty}^{\infty}g(y)\,dy=1 .
\end{equation}

Now hold $q$ fixed. First-order perturbation theory gives the probability that an electron from level $\varepsilon$ is on the acceptor after time $t$ as $4V^2\sin^2(xt/2\hbar)/x^2$, with $x=\varepsilon-\varepsilon_a$. Summed over occupied levels,
\begin{equation}
P(t)=\int \rho f(\varepsilon)\,V^2\,\frac{4\sin^2(xt/2\hbar)}{x^2}\,d\varepsilon .
\end{equation}
For $t\gg\hbar/k_BT$ the central peak of the kernel is narrower than the Fermi edge, so its contribution may be found with $f$ taken at $\varepsilon_a$. The area of the kernel is $2\pi t/\hbar$, because $\int\sin^2(ax)/x^2\,dx=\pi a$ with $a=t/2\hbar$. Hence the part of $P$ that grows with time is $(\Gamma/\hbar)f(\varepsilon_a)\,t$, as long as $t\ll\hbar/\Gamma$ and the nuclei have not moved appreciably. The tails of the kernel add a small part that does not grow, about $\Gamma/\pi\varepsilon_a$ for a level well above the Fermi level. It comes from slight mixing with occupied levels out of resonance and does not count towards the rate, although it can exceed the growing part when $f(\varepsilon_a)$ is very small. The rate at fixed nuclei is $(\Gamma/\hbar)f(\varepsilon_a)$: an electron enters at the full tunnelling rate if the acceptor level faces occupied states, and not at all if it faces empty ones.

Averaging over the nuclei gives
\begin{equation}
k(W)=\frac{\Gamma}{\hbar}F(W),\qquad
F(W)=\int_{-\infty}^{\infty} f(\varepsilon)\,g(\lambda-W-\varepsilon)\,d\varepsilon .
\label{eq:rate}
\end{equation}

\section{Each level inverts, the sum does not}

Equation~(\ref{eq:rate}) can also be read level by level. One filled level contributes
\begin{equation}
k_\varepsilon=\frac{2\pi V^2}{\hbar}\,\frac{1}{\sqrt{4\pi\lambda k_BT}}
\exp\!\left[-\frac{(\lambda-W-\varepsilon)^2}{4\lambda k_BT}\right],
\end{equation}
which is the Marcus rate for driving force $W+\varepsilon$. It peaks at $W+\varepsilon=\lambda$ and falls beyond. For a donor with a single level at the Fermi energy, raising $W$ above $\lambda$ pushes the acceptor level below the donor level, and a thermal fluctuation is needed to bring it back up. That is the inverted region.

In the metal, an acceptor level pushed below the Fermi level meets other occupied states. To see what this does to the total, differentiate $F$. Since $g$ depends on $W$ and $\varepsilon$ through their sum, $\partial g/\partial W=\partial g/\partial\varepsilon$, and integration by parts gives
\begin{equation}
\frac{dF}{dW}=\Big[f\,g\Big]_{-\infty}^{\infty}
+\int\left(-\frac{df}{d\varepsilon}\right)g(\lambda-W-\varepsilon)\,d\varepsilon .
\label{eq:slope}
\end{equation}
The boundary term vanishes because $g$ does. The integrand is positive, because $-df/d\varepsilon=f(1-f)/k_BT$. The rate therefore rises for every $W$. The Marcus bell has not disappeared: it is the slope of the electrode rate, smeared by the width of the Fermi edge. Where a single level enters its inverted region, the electrode rate merely rises less steeply.

The height of the plateau follows from the substitution $y=\lambda-W-\varepsilon$:
\begin{equation}
F(W)=\int g(y)\,f(\lambda-W-y)\,dy\;\longrightarrow\;\int g(y)\,dy=1\qquad(W\to\infty),
\label{eq:sub}
\end{equation}
since $f\to1$ at each fixed $y$. The plateau is $\Gamma/\hbar$, the area under a normalised line shape, and contains neither $\lambda$ nor $T$.

The approach to it mirrors the rise. With $1-f(z)=f(-z)$ and $g$ even,
\begin{align}
1-F(W)&=\int g(y)\,f(W-\lambda+y)\,dy\nonumber\\
&=\int g(y)\,f(W-\lambda-y)\,dy=F(2\lambda-W),
\end{align}
where the last step compares with Eq.~(\ref{eq:sub}) at driving force $2\lambda-W$. Setting $W=\lambda$ gives $F(\lambda)=\tfrac12$. At the driving force where a single level is fastest, the electrode has reached half of its final rate.

\section{Which electrons are transferred}

The transferred electrons are distributed over $\varepsilon$ as $f(\varepsilon)g(\lambda-W-\varepsilon)$. When $W-\lambda\gg\sigma$, the Gaussian lies wholly among filled states, where $f\approx1$, and its centre is $\varepsilon=\lambda-W$. A typical electron then has driving force $W+\varepsilon=\lambda$, for which the Marcus activation energy $(\lambda-W-\varepsilon)^2/4\lambda$ is zero. Of the total free energy $W$, the part $\lambda$ goes into nuclear relaxation. The rest, $W-\lambda$, stays in the metal as a hole below the Fermi level. A donor with one level has no such outlet, and must put all of $W$ into the nuclei.

\section{Small driving force and the return reaction}

The filled acceptor can give its electron back to an empty electrode level. Its nuclei fluctuate about $q=1$, where $\langle\varepsilon_a\rangle=-\lambda-W$, so the return rate is
\begin{equation}
\frac{\Gamma}{\hbar}\int[1-f(\varepsilon)]\,g(\lambda+W+\varepsilon)\,d\varepsilon
=\frac{\Gamma}{\hbar}F(-W),
\end{equation}
after $\varepsilon\to-\varepsilon$. With $u=W+\varepsilon$, the identity $(\lambda+u)^2-(\lambda-u)^2=4\lambda u$ gives $g(\lambda-u)=g(\lambda+u)\,e^{u/k_BT}$. Together with $f=(1-f)e^{-\varepsilon/k_BT}$ this yields
\begin{equation}
F(W)=e^{W/k_BT}F(-W),
\end{equation}
which is detailed balance. At large $W$ the return is negligible, so the net rate for an empty acceptor has the same plateau.

At $W=0$, expand the square in the exponent and use $f(\varepsilon)e^{\varepsilon/2k_BT}=1/[2\cosh(\varepsilon/2k_BT)]$:
\begin{equation}
F(0)=\frac{e^{-\lambda/4k_BT}}{\sqrt{4\pi\lambda k_BT}}
\int\frac{e^{-\varepsilon^2/4\lambda k_BT}}{2\cosh(\varepsilon/2k_BT)}\,d\varepsilon
\approx\sqrt{\frac{\pi k_BT}{4\lambda}}\;e^{-\lambda/4k_BT}.
\end{equation}
The last form sets the remaining Gaussian to one, valid for $k_BT\ll\lambda$, and uses $\int d\varepsilon/[2\cosh(\varepsilon/2k_BT)]=\pi k_BT$. The usual Marcus activation energy $\lambda/4$ appears here: the electrode and the single level differ strongly at large driving force, but share this exponential factor at zero drive. Their prefactors vary differently with temperature, so activation energies read from an Arrhenius plot differ by about $k_BT$.

If the Fermi edge is replaced by a sharp step, Eq.~(\ref{eq:rate}) becomes
\begin{equation}
F(W)\approx\int_{\lambda-W}^{\infty}g(y)\,dy=\frac12\,{\rm erfc}\!\left(\frac{\lambda-W}{\sqrt{4\lambda k_BT}}\right).
\end{equation}
This is good near the plateau but poor in relative terms at $W=0$. There the step replaces $\pi k_BT$ by $\int_{-\infty}^0e^{\varepsilon/2k_BT}d\varepsilon=2k_BT$, which makes the rate too small by about a third at leading order.

\section{Numbers for a redox monolayer on gold}

Take a ferrocenium-type acceptor on gold behind an alkanethiol layer, with rough typical values: $\lambda=0.8$~eV, $T=298$~K, thickness $d=2$~nm and plateau rate $2\times10^4$~s$^{-1}$. Then $k_BT=0.02568$~eV and $\sigma=\sqrt{2\times0.8\times0.02568}=0.203$~eV. The third column below is $g(\lambda-W)/g(0)$, the rate from one level at the Fermi energy relative to its own peak. The last is the mean energy of the transferred electrons.

\begin{center}
\begin{tabular}{ccccc}
$W$ (eV) & $F$ & one level & $k$ (s$^{-1}$) & $\langle\varepsilon\rangle$ (eV)\\
0.0 & $6.14\times10^{-5}$ & $4.15\times10^{-4}$ & 1.23 & 0.00\\
0.4 & 0.0272 & 0.143 & 545 & $-0.055$\\
0.8 & 0.500 & 1.000 & $1.00\times10^4$ & $-0.16$\\
1.1 & 0.925 & 0.334 & $1.85\times10^4$ & $-0.33$\\
1.4 & 0.998 & 0.0125 & $2.00\times10^4$ & $-0.60$
\end{tabular}
\end{center}

Between 0.8 and 1.4~eV the single level loses a factor of 80, while the electrode rate doubles. At 1.4~eV the mean energy is $\lambda-W=-0.60$~eV, as derived. At 1.1~eV it lies below $\lambda-W=-0.30$~eV, because the upper part of the Gaussian still faces empty states. The closed form for $F(0)$ gives $6.58\times10^{-5}$, 7\% above the full integral. The erfc form is off by less than 0.007 of the plateau for $W$ between 0 and 2~eV.

Temperature separates the two regimes. With $\Gamma$ and $\lambda$ held fixed, going from 280 to 320~K multiplies the rate by 2.99 at $W=0$ and by 0.999 at 1.4~eV. The slight fall comes mainly from the broader Gaussian, which reaches a little further above the Fermi level.

The golden-rule step was tested by solving the Schr\"odinger equation for one acceptor level coupled to 301 band levels between $-3$ and $3$~eV, with $\Gamma=2\times10^{-5}$~eV. The growth of the acceptor population was averaged over frozen nuclear positions. It gave $F=0.499$, 0.924 and 0.9965 at $W=0.8$, 1.1 and 1.4~eV, within 0.002 of the integral. The relative shortfall is about $\Gamma t/\hbar\approx0.0015$ for the times used; with $\Gamma t/\hbar$ five times smaller the values move up to 0.4999, 0.9252 and 0.9977. In the same calculation, the five levels within 0.05~eV of the Fermi level, taken as filled, delivered 1, 0.342 and 0.0136 relative to their rate at 0.8~eV. The inverted region is thus present in this slice of a band whose total has none. The small excess over 0.334 and 0.0125 reflects the finite width of the slice: averaging $g$ over the five levels to second order in $\varepsilon$ gives 0.342 and 0.0136.

\section{When a maximum returns}

\subsection{A shallow band}

Let the band end at $\varepsilon=-B$. The boundary term in Eq.~(\ref{eq:slope}) now survives:
\begin{equation}
\frac{dF}{dW}=\int_{-B}^{\infty}\left(-\frac{df}{d\varepsilon}\right)g(\lambda-W-\varepsilon)\,d\varepsilon-f(-B)\,g(\lambda-W+B).
\end{equation}
For a sharp Fermi edge, and hence $f(-B)=1$, this is $g(\lambda-W)-g(\lambda-W+B)$. It vanishes when the two arguments are opposite, at $W=\lambda+B/2$. Beyond that the acceptor level sinks through the band bottom and the rate falls. For $B=0.6$~eV the full integral has its maximum at 1.10~eV, as predicted. It reaches 0.86 of $\Gamma/\hbar$ there and has dropped to 0.0015 at $W=2.0$~eV. A band of finite depth therefore gives a plateau over a finite range, from a few $\sigma$ above $\lambda$ to a few $\sigma$ below $\lambda+B$. It needs $B\gg\sigma$ to be visible.

\subsection{Coupling that depends on energy and bias}

Electrons from deeper levels may tunnel through a higher barrier. Suppose the barrier is flat with height $\phi$ at $W=0$, and all added potential falls across the layer. At a distance $z$ from the metal its height is $\phi-\varepsilon-Wz/d$. If $\beta$ is the decay constant of the tunnelling probability at height $\phi$, then $\Gamma$ is multiplied by
\begin{equation}
\exp\!\left[\beta d-\beta\int_0^d\!\sqrt{1-\frac{\varepsilon+Wz/d}{\phi}}\;dz\right]
\approx\exp\!\left[a\left(\varepsilon+\frac W2\right)\right],\qquad a=\frac{\beta d}{2\phi},
\end{equation}
where the square root was expanded to first order. On the plateau the average of $e^{a\varepsilon}$ over the Gaussian is $e^{a(\lambda-W)+a^2\sigma^2/2}$, so
\begin{equation}
\hbar k/\Gamma\approx\exp\!\left[a\left(\lambda-\frac W2\right)+\frac{a^2\sigma^2}{2}\right].
\end{equation}
To this order the plateau tilts downward as $e^{-aW/2}$, a simple exponential instead of the Gaussian fall of a single level.

With rough values $\phi=3$~eV and $\beta=8$~nm$^{-1}$, $a=8\times2/6=2.67$~eV$^{-1}$. This pair implies an effective tunnelling mass of about 0.2 electron masses; a free electron would decay faster at this barrier height. At 1.4~eV the estimate is $\exp(0.27+0.15)\approx1.5$. Integration with the full square root gives 1.59, in units of the constant-coupling plateau. The computed rate has a broad maximum of 1.96 at 1.13~eV, and at 1.4~eV it keeps 81\% of that maximum, where a single level with classical nuclei and constant coupling keeps 1.3\% of its own. Only the tunnelling exponent is kept here; the prefactor also varies with energy and bias, and can change these heights somewhat. For these numbers, then, the flat plateau is an idealisation, wrong by up to a factor of about two in height for $W$ up to 1.4~eV. The factor depends on the rough barrier height: at the same $\beta$ the maximum is 3.2 for $\phi=2$~eV and 1.5 for $\phi=4.5$~eV. If tunnelling is instead carried by occupied states of the layer, the barrier is $\phi_h+\varepsilon+Wz/d$, with $\phi_h$ its height at $W=0$ and $\varepsilon=0$. Its mean at $\varepsilon=\lambda-W$ is $\phi_h+\lambda-W/2$, which falls with $W$, and the tilt is upward. With $\phi_h=3$~eV and the same $\beta$, the rate is 0.29, 0.60, 0.93 and 2.2 at $W=0.8$, 1.1, 1.4 and 2.0~eV, with no flat region.

\subsection{Quantised vibrations}

A stiff mode of quantum $\hbar\omega$ that holds a part $S\hbar\omega$ of $\lambda$ is not classical. If it starts in its ground state, the filled acceptor is formed with $n$ quanta with weight $e^{-S}S^n/n!$, and the driving force is reduced by $n\hbar\omega$:
\begin{equation}
F_{\rm q}(W)=\sum_{n=0}^{\infty}e^{-S}\frac{S^n}{n!}\,F_{\lambda_s}(W-n\hbar\omega),\qquad \lambda_s=\lambda-S\hbar\omega ,
\end{equation}
where $F_{\lambda_s}$ is $F$ with $\lambda$ replaced by $\lambda_s$. Each term rises with $W$ and the weights sum to one, so the plateau and the absence of inversion both survive. The inverted fall of a single level becomes less steep, because the stiff mode can take up part of the excess energy. The factor of 80 found above for classical nuclei is then considerably smaller.

For $\hbar\omega=0.18$~eV and $S\hbar\omega=0.1$~eV, the rate is 1.63 times the classical one at $W=0$, 1.03 times at 0.8~eV and 0.992 times at 1.4~eV. The first factor is nearly all from $n=0$: the smaller activation energy gives $e^{0.1/4k_BT}=2.65$, the prefactor $\sqrt{0.8/0.7}=1.07$ and the overlap $e^{-S}=0.57$, a product of 1.62. This uses the closed form for $F(0)$; the full integrals give 1.61 from $n=0$ and 0.02 from $n=1$.

\section{The model beside the real monolayer}

Ferrocene-terminated alkanethiol layers on gold have reorganisation energies of this size, and zero-drive rates of the order of one per second for layers about 2~nm thick; both are rough figures. The weak-coupling assumptions are well met by the example. The level width is $\Gamma=\hbar\times2\times10^4$~s$^{-1}=1.3\times10^{-11}$~eV, far below $k_BT$. With a rough solvent relaxation time of 1~ps, only $2\times10^{-8}$ transfers would occur per relaxation time. Gold's $d$ bands begin roughly 2~eV below the Fermi level; at $W=1.4$~eV a fraction of about $2.5\times10^{-12}$ of the electrons would come from there, so their higher density of states does not matter.

Near and above $W=\lambda$ the weakest assumption is constant coupling, which in the barrier estimate with $\phi=3$~eV moves the rate by up to a factor of about two. At zero drive the barrier estimate changes the rate by only 2\%, and the assumption of classical nuclei matters more. The top of the range is also an extrapolation. If the whole added potential of 1.4~V falls across 2~nm, the added field is 7~MV/cm, not far below a rough breakdown field of 10~MV/cm, and side reactions or damage to the layer may intervene first. In the constant-coupling model the flattening is already clear at 1.1~eV, where the rate has reached 93\% of its plateau; an energy- and bias-dependent coupling can turn it into a broad maximum or hide it under a continued rise. The main computed values are in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
temperature 298 K, thermal energy 0.02568 eV
reorganisation energy 0.80 eV
standard deviation of acceptor level 0.2027 eV
plateau rate (rough input) 2.00e+04 1/s
level width Gamma 1.316e-11 eV
W (eV) | fraction of plateau | rate (1/s) | one level / its peak | mean electron energy (eV)
0.0 | 6.1409e-05 | 1.2282e+00 | 4.1457e-04 | +0.0000
0.4 | 2.7235e-02 | 5.4470e+02 | 1.4269e-01 | -0.0550
0.8 | 5.0000e-01 | 1.0000e+04 | 1.0000e+00 | -0.1577
1.1 | 9.2543e-01 | 1.8509e+04 | 3.3446e-01 | -0.3301
1.4 | 9.9803e-01 | 1.9961e+04 | 1.2514e-02 | -0.6012
exact dynamics: W (eV) | fraction of plateau | slice / slice at 0.8 eV
0.8 | 0.4993 | 1.0000
1.1 | 0.9241 | 0.3416
1.4 | 0.9965 | 0.0136
zero-drive closed form, fraction 6.5825e-05
largest error of erfc form, fraction 0.0062
shallow band depth 0.60 eV: maximum at W = 1.102 eV
shallow band: fraction at maximum 0.8560, at W = 2.0 eV 0.0015
stiff mode: quantum 0.18 eV, its share of lam 0.10 eV
stiff mode / classical rate at W = 0.0 eV: 1.6280
stiff mode / classical rate at W = 0.8 eV: 1.0324
stiff mode / classical rate at W = 1.4 eV: 0.9922
barrier 3.0 eV, decay 8.0 1/nm, layer 2.0 nm
barrier model, rate / constant-coupling plateau at W = 0.0 eV: 6.2606e-05
barrier model, rate / constant-coupling plateau at W = 0.8 eV: 1.0420e+00
barrier model, rate / constant-coupling plateau at W = 1.1 eV: 1.9512e+00
barrier model, rate / constant-coupling plateau at W = 1.4 eV: 1.5909e+00
barrier model: maximum 1.958 at W = 1.13 eV
barrier model: rate at 1.4 eV / maximum 0.813
share of electrons from below -2.0 eV (rough d-band edge) at W = 1.4 eV: 2.5e-12
rate at 320 K / rate at 280 K, W = 0.0 eV: 2.9880
rate at 320 K / rate at 280 K, W = 1.4 eV: 0.9987
added field at W = 1.4 eV: 7.0 MV/cm (rough breakdown 10 MV/cm)
plateau rate x solvent time of 1 ps (rough): 2.0e-08
\end{verbatim}
